\section*{The Yamaguchi exchange coupling: when it holds and what it estimates, part 1}

(Sections cited here and not found follow in the second part.)

A calculation of the exchange coupling between two magnetic centres by a single-determinant method ends with two energies and a choice. One energy, $E_{\rm HS}$, belongs to the determinant with all unpaired spins parallel. The other, $E_{\rm BS}$, belongs to the broken-symmetry determinant with the spins of one centre reversed, which is in general not an eigenfunction of the total spin. To turn the difference $\Delta E=E_{\rm BS}-E_{\rm HS}$ into a coupling constant $J$ one must divide it by a number, and for two spins $\tfrac12$ that number is $1$ if the magnetic orbitals do not overlap and $2$ if they coincide. The choice changes $J$, and the predicted singlet--triplet gap, by a factor of two. The Yamaguchi approximate spin projection replaces the choice by a computed quantity, the difference of the expectation values of $\hat S^2$ in the two determinants. Whether to report that number or to pay for a multireference calculation depends on the conditions under which the formula holds and on what it estimates when they do hold.

\section{Conventions}

Two centres carry spins with quantum numbers $S_A\ge S_B>0$. The Heisenberg Hamiltonian is written
\begin{equation}
\hat H_{\rm spin}=-\frac{2J}{\hbar^2}\,\hat{\mathbf S}_A\cdot\hat{\mathbf S}_B ,
\label{eq:heis}
\end{equation}
so that $J$ is an energy and $J<0$ is antiferromagnetic. The total spin $\hat{\mathbf S}=\hat{\mathbf S}_A+\hat{\mathbf S}_B$ takes the values $S=S_{\min},S_{\min}+1,\dots,S_{\max}$ with $S_{\min}=S_A-S_B$ and $S_{\max}=S_A+S_B$. For a normalized state, $\sigma=\langle\hat S^2\rangle/\hbar^2$, and $\sigma_{\min}=S_{\min}(S_{\min}+1)$, $\sigma_{\max}=S_{\max}(S_{\max}+1)$.

The molecule has $N=2n_c+2S_A+2S_B$ electrons, $2n_c$ of them nominally paired. The high-spin determinant $\Psi_{\rm HS}$ has $n_c+2S_{\max}$ orbitals of spin $\alpha$ and $n_c$ of spin $\beta$, so $M_S=S_{\max}$. The broken-symmetry determinant $\Psi_{\rm BS}$ has $n_c+2S_A$ orbitals of spin $\alpha$ and $n_c+2S_B$ of spin $\beta$, so $M_S=S_{\min}$. In either determinant the $\alpha$ orbitals $a_i$ are orthonormal, the $\beta$ orbitals $b_j$ are orthonormal, and the spatial overlaps between the two sets form the matrix $T_{ij}=\langle a_i|b_j\rangle$, with $\|T\|^2=\sum_{ij}|T_{ij}|^2$. Three estimates of $J$ are compared:
\begin{align}
J_{\rm Y}&=\frac{\Delta E}{D},\qquad D=\sigma_{\rm HS}-\sigma_{\rm BS},\label{eq:JY}\\
J_{\rm weak}&=\frac{\Delta E}{4S_AS_B},\qquad
J_{\rm strong}=\frac{\Delta E}{2S_B(2S_A+1)} .\label{eq:limits}
\end{align}
For $S_A=S_B$ one has $S_{\max}=2S_A$, and the two fixed denominators are $S_{\max}^2$ (the Noodleman formula) and $S_{\max}(S_{\max}+1)$. Energies are given in attojoules (aJ), lengths in picometres.

\section{Assumptions and theorem}

\begin{description}
\item[\rm A1.] The electronic Hamiltonian $\hat H$ contains no spin operators, so $[\hat H,\hat{\mathbf S}]=0$. Both determinants are eigenfunctions of $\hat S_z$ and refer to the same geometry.
\item[\rm A2.] $\Psi_{\rm HS}$ is a pure spin state, $\sigma_{\rm HS}=\sigma_{\max}$.
\item[\rm A3.] (Two states.) $\Psi_{\rm BS}=\sqrt{1-w}\,\Phi_{\rm LS}+\sqrt{w}\,\Phi_{\rm HS}$ with $0\le w<1$, where $\Phi_{\rm LS}$ and $\Phi_{\rm HS}$ are normalized, have spins $S_{\min}$ and $S_{\max}$, and $\langle\Phi_{\rm HS}|\hat H|\Phi_{\rm HS}\rangle=E_{\rm HS}$.
\item[\rm A3$'$.] (Linear ladder.) $\Psi_{\rm BS}=\sum_S\sqrt{w_S}\,\Phi_S$ with normalized components of spin $S$, whose energies $E_S=\langle\Phi_S|\hat H|\Phi_S\rangle$ obey $E_S=E_0-JS(S+1)$, and $E_{\rm HS}=E_0-J\sigma_{\max}$.
\item[\rm A4.] (Closed core.) $n_c$ of the singular values of $T_{\rm BS}$ equal one. The remaining $2S_B$ are called $s_1,\dots,s_{2S_B}$.
\end{description}

\paragraph{Theorem.}
(i) Under A1--A3 the energy $E_{\rm LS}=\langle\Phi_{\rm LS}|\hat H|\Phi_{\rm LS}\rangle$ equals
\begin{equation}
E_{\rm AP}=\alpha E_{\rm BS}-\beta E_{\rm HS},\qquad
\alpha=\frac{\sigma_{\max}-\sigma_{\min}}{D},\qquad \beta=\alpha-1,
\label{eq:AP}
\end{equation}
and the coupling defined by the interval, $(E_{\rm LS}-E_{\rm HS})/(\sigma_{\max}-\sigma_{\min})$, equals $J_{\rm Y}$.
(ii) Under A1, A2 and A3$'$, $\Delta E=JD$, so $J_{\rm Y}=J$ whenever $D\neq0$.
(iii) Under A1, A2 and A4,
\begin{equation}
D=4S_AS_B+\sum_{k=1}^{2S_B}s_k^2 ,\qquad
\frac{1}{J_{\rm Y}}=\frac{1-\lambda}{J_{\rm weak}}+\frac{\lambda}{J_{\rm strong}},\qquad
\lambda=\frac{1}{2S_B}\sum_k s_k^2\in[0,1],
\label{eq:interp}
\end{equation}
the second relation for $\Delta E\neq0$. Hence $J_{\rm Y}$ lies between $J_{\rm weak}$ and $J_{\rm strong}$, equals $J_{\rm weak}$ when all $s_k=0$ and equals $J_{\rm strong}$ when all $s_k=1$.

The theorem makes no statement about exact eigenstates. $\Phi_{\rm LS}$ is the low-spin part of a determinant that was optimized before projection, and $E_{\rm AP}$ equals its energy when A3 holds. When A3 fails, $E_{\rm AP}$ is in general not a bound on that energy. In the model of Remark 3 the difference is $E_{\rm AP}-E_{S=0}=-3j/2$, of either sign.

\section{Lemmas}

\paragraph{Lemma 1 (Land\'e ladder).} The eigenvalues of \eqref{eq:heis} are $E_S=E_0-JS(S+1)$ with $E_0=J[S_A(S_A+1)+S_B(S_B+1)]$, and $\sigma_{\max}-\sigma_{\min}=2S_B(2S_A+1)$.

\emph{Proof.} The two spins commute, so $\hat S^2=\hat S_A^2+\hat S_B^2+2\hat{\mathbf S}_A\cdot\hat{\mathbf S}_B$. Solving for the scalar product and inserting it in \eqref{eq:heis} gives $\hat H_{\rm spin}=-J(\hat S^2-\hat S_A^2-\hat S_B^2)/\hbar^2$, whose eigenvalue on a state of total spin $S$ is the stated one. Further,
\begin{equation}
\sigma_{\max}-\sigma_{\min}=(S_{\max}^2-S_{\min}^2)+(S_{\max}-S_{\min})=4S_AS_B+2S_B ,
\end{equation}
since $(S_A+S_B)^2-(S_A-S_B)^2=4S_AS_B$. It follows that $E_{S_{\min}}-E_{S_{\max}}=J(\sigma_{\max}-\sigma_{\min})$, which is the origin of the interval definition in part (i). $\square$

\paragraph{Lemma 2 (no cross terms).} Under A1, if $\Psi=\sum_S\sqrt{w_S}\,\Phi_S$ with normalized $\Phi_S$ of spin $S$, then $\sum_Sw_S=1$, $\langle\hat H\rangle=\sum_Sw_SE_S$ and $\sigma=\sum_Sw_SS(S+1)$.

\emph{Proof.} Eigenfunctions of the Hermitian operator $\hat S^2$ with different eigenvalues are orthogonal, which gives the first and third statements. For the second, let $\hat S^2$ act to the left in one term of the commutator and to the right in the other:
\begin{equation}
0=\langle\Phi_S|[\hat S^2,\hat H]|\Phi_{S'}\rangle=\hbar^2\,[S(S+1)-S'(S'+1)]\,\langle\Phi_S|\hat H|\Phi_{S'}\rangle .
\end{equation}
For $S\ne S'$ the bracket is nonzero, so the matrix element vanishes. The $\Phi_S$ need not be eigenfunctions of $\hat H$. $\square$

\paragraph{Lemma 3 ($\langle\hat S^2\rangle$ of a determinant).} For a determinant with $N_\alpha$ and $N_\beta$ orbitals and $M=(N_\alpha-N_\beta)/2$,
\begin{equation}
\sigma=M(M+1)+N_\beta-\|T\|^2=M^2+\tfrac12N-\|T\|^2 .
\label{eq:S2det}
\end{equation}

\emph{Proof.} With $\hat S_\pm=\hat S_x\pm i\hat S_y$ and $[\hat S_x,\hat S_y]=i\hbar\hat S_z$,
\begin{equation}
\hat S_-\hat S_+=\hat S_x^2+\hat S_y^2+i[\hat S_x,\hat S_y]=\hat S_x^2+\hat S_y^2-\hbar\hat S_z ,
\end{equation}
so $\hat S^2=\hat S_-\hat S_++\hat S_z^2+\hbar\hat S_z$, and because $\hat S_-=\hat S_+^\dagger$, $\hbar^2\sigma=\|\hat S_+\Psi\|^2+\hbar^2M(M+1)$. The operator $\hat S_+$ is a sum of one-electron operators that send $\beta$ to $\hbar\alpha$ and annihilate $\alpha$. It therefore produces $\hbar\sum_j\Psi_j$, where $\Psi_j$ is the determinant with the spin orbital $b_j\beta$ replaced by $b_j\alpha$. Write $b_j=\sum_ia_iT_{ij}+r_j$ with $r_j$ orthogonal to all $a_i$. The parts $a_i\alpha$ repeat an occupied spin orbital and give zero, so only $r_j\alpha$ remains, and $\|\Psi_j\|^2=\|r_j\|^2=1-\sum_i|T_{ij}|^2$. For $j\neq j'$ the determinants $\Psi_j$ and $\Psi_{j'}$ have different sets of orthonormal $\beta$ orbitals and are orthogonal. Summing over $j$ gives $\|\hat S_+\Psi\|^2=\hbar^2(N_\beta-\|T\|^2)$. The second form follows from $M+N_\beta=(N_\alpha+N_\beta)/2$. $\square$

\paragraph{Lemma 4 (corresponding orbitals).} For $N_\alpha\ge N_\beta$ the orbitals can be chosen, without changing the determinant beyond a phase, so that $T_{ij}=s_j\delta_{ij}$ with $0\le s_j\le1$. Then $\sigma=M(M+1)+\sum_{j=1}^{N_\beta}(1-s_j^2)$.

\emph{Proof.} A unitary mixing of the $\alpha$ orbitals among themselves multiplies the determinant by the determinant of the unitary matrix, a phase, and likewise for $\beta$. The singular value decomposition $T=U\Sigma V^\dagger$ supplies two such mixings: the orbitals $a_k'=\sum_ia_iU_{ik}$ and $b_l'=\sum_jb_jV_{jl}$ have overlaps $(U^\dagger TV)_{kl}=\Sigma_{kl}$. Each $s_j$ is the overlap of two normalized functions and cannot exceed one by the Cauchy--Schwarz inequality. In these orbitals $\|T\|^2=\sum_js_j^2$, and \eqref{eq:S2det} gives the result. $\square$

\paragraph{Lemma 5 (spin content of $\Psi_{\rm BS}$).} Under A4, let $p$ of the $s_k$ be smaller than one. Then $\Psi_{\rm BS}$ contains only spins with $S_{\min}\le S\le S_{\min}+p$. The weight of $S_{\max}$ is
\begin{equation}
w_{S_{\max}}=\binom{2S_{\max}}{2S_B}^{-1}\prod_{k=1}^{2S_B}(1-s_k^2),
\label{eq:wtop}
\end{equation}
and, when it is nonzero, the energy of that component is the energy of the determinant with the same closed core and all orbitals of the space spanned by the magnetic $a_i$ and $b_k$ occupied with spin $\alpha$.

\emph{Proof.} A state with $M_S=S_{\min}$ has no component with $S<S_{\min}$. A pair with overlap one has $a=b$, a doubly occupied orbital that carries no spin. For $s_k<1$ write $b_k=s_ka_k+\sqrt{1-s_k^2}\,r_k$. The $r_k$ are normalized, orthogonal to all $a_i$ because $T$ is diagonal, and orthogonal to each other because $\langle b_k|b_l\rangle$, $\langle a_k|b_l\rangle$ and $\langle a_k|a_l\rangle$ vanish for $k\ne l$. Expanding every such $b_k$ turns $\Psi_{\rm BS}$ into a sum of $2^p$ mutually orthogonal determinants of orthonormal orbitals. A term that takes $r_k$ from $m$ pairs and $a_k$ from the others has $2S_{\min}+2m$ singly occupied orbitals, and its spin cannot exceed $S_{\min}+m\le S_{\min}+p$. The value $S_{\max}=S_{\min}+2S_B$ is reached only by the term with $m=2S_B$, whose squared coefficient is $\prod_k(1-s_k^2)$. This term is one spin string on $2S_{\max}$ singly occupied orbitals with $2S_B$ spins down. The multiplet $S_{\max}$ on these orbitals is unique, because only one determinant has $M_S=S_{\max}$. Its member with $2S_B$ spins down is proportional to $\hat S_-^{2S_B}$ acting on that determinant, which is the sum of all $\binom{2S_{\max}}{2S_B}$ strings with equal coefficients, so the squared overlap with any one string is the inverse of the binomial coefficient. Since $\hat H$ commutes with $\hat S_-$, all members of the multiplet have the energy of the all-$\alpha$ determinant. $\square$

\section{Proof of the theorem}

\emph{Part (i).} Lemma 2 applied to A3 gives two equations linear in $w$:
\begin{align}
E_{\rm BS}&=(1-w)E_{\rm LS}+wE_{\rm HS},\\
\sigma_{\rm BS}&=(1-w)\sigma_{\min}+w\,\sigma_{\max}.
\end{align}
Subtract $E_{\rm HS}$ from the first, and subtract the second from $\sigma_{\rm HS}=\sigma_{\max}$ (A2):
\begin{align}
\Delta E&=(1-w)(E_{\rm LS}-E_{\rm HS}),\label{eq:dE}\\
D&=(1-w)(\sigma_{\max}-\sigma_{\min}).\label{eq:dS}
\end{align}
Because $w<1$, both factors in \eqref{eq:dS} are positive and \eqref{eq:dE} may be divided by it. The unknown weight cancels:
\begin{equation}
J_{\rm Y}=\frac{\Delta E}{D}=\frac{E_{\rm LS}-E_{\rm HS}}{\sigma_{\max}-\sigma_{\min}} .
\end{equation}
Equation \eqref{eq:dS} also says $\alpha=1/(1-w)$, hence $\beta=w/(1-w)$. Then \eqref{eq:dE} reads $E_{\rm LS}=E_{\rm HS}+\alpha(E_{\rm BS}-E_{\rm HS})=\alpha E_{\rm BS}-(\alpha-1)E_{\rm HS}$, which is \eqref{eq:AP}.

\emph{Part (ii).} Lemma 2 and A3$'$ give
\begin{equation}
E_{\rm BS}=\sum_Sw_S[E_0-JS(S+1)]=E_0-J\sigma_{\rm BS} .
\end{equation}
Subtracting $E_{\rm HS}=E_0-J\sigma_{\rm HS}$ leaves $\Delta E=JD$.

\emph{Part (iii).} The second form of \eqref{eq:S2det}, written for both determinants, has the same $N/2$, so with no assumption on the orbitals
\begin{equation}
D=S_{\max}^2-S_{\min}^2-\|T_{\rm HS}\|^2+\|T_{\rm BS}\|^2
=4S_AS_B+\|T_{\rm BS}\|^2-\|T_{\rm HS}\|^2 .
\label{eq:Dgen}
\end{equation}
By the first form of \eqref{eq:S2det}, A2 is equivalent to $\|T_{\rm HS}\|^2=n_c$. By A4, $\|T_{\rm BS}\|^2=n_c+\sum_ks_k^2$. The core terms cancel and the first relation in \eqref{eq:interp} follows. With $\sum_ks_k^2=2S_B\lambda$,
\begin{equation}
D=4S_AS_B+2S_B\lambda=(1-\lambda)\,4S_AS_B+\lambda\,(4S_AS_B+2S_B),
\end{equation}
and dividing by $\Delta E$ gives the second relation. Each $s_k^2$ lies in $[0,1]$, so $\lambda$ does. $\square$

\section{Remarks}

\paragraph{Remark 1 (what is interpolated).} The interpolation concerns the denominator at a given $\Delta E$. For $\Delta E<0$ it gives $J_{\rm weak}\le J_{\rm Y}\le J_{\rm strong}$, and for $\Delta E>0$ the order is reversed. The sign of $J$ is never changed. Nothing in the theorem places the exact coupling inside this interval. At $s_k=0$ the determinant is the N\'eel product $|S_A,S_A\rangle|S_B,-S_B\rangle$ of the spins carried by the $\alpha$ and by the $\beta$ magnetic orbitals, which are then mutually orthogonal. In this product and in the all-parallel one only $\hat S_{Az}\hat S_{Bz}$ has an expectation value, so \eqref{eq:heis} gives $\pm2JS_AS_B$ and $\Delta E=4JS_AS_B$, the weak-overlap formula. At $s_k=1$ the determinant is a pure $S_{\min}$ state, $\alpha=1$, and $E_{\rm AP}=E_{\rm BS}$. In between, $1\le\alpha\le(2S_A+1)/(2S_A)$, so an error in $\Delta E$ enters $E_{\rm AP}-E_{\rm HS}=\alpha\,\Delta E$ amplified by at most a factor of two, reached for two spins $\tfrac12$ with $s=0$.

The numerical check tests \eqref{eq:interp} by applying $\hat S^2$ to determinants built in the Fock space of five orbitals, with $S_A=\tfrac32$, $S_B=1$ and $\sigma_{\rm HS}=8.75$. The denominators are $6$ for $s=(0,0)$, $6+0.36+0.09=6.45$ for $s=(0.6,0.3)$, $7.09$ for $s=(1,0.3)$ and $8$ for $s=(1,1)$. Twenty determinants with random orbitals obey the same formula and the bounds $6\le D\le8$.

\paragraph{Remark 2 (when two states are the truth).} For $S_B=\tfrac12$ there is one magnetic pair, Lemma 5 allows only $S_{\min}$ and $S_{\min}+1=S_{\max}$, and the form of A3 is exact under A4. The weight from \eqref{eq:wtop}, $(1-s^2)/(2S_A+1)$, then agrees with the two-state weight $(\sigma_{\rm BS}-\sigma_{\min})/(\sigma_{\max}-\sigma_{\min})$. What remains an assumption is the energy condition in A3: by Lemma 5 it holds if the core and the magnetic orbital space of $\Psi_{\rm BS}$ are those of the separately optimized $\Psi_{\rm HS}$.

For $S_B>\tfrac12$ the intermediate spins are allowed, and the examples show them with large weights. For $S_A=\tfrac32$, $S_B=1$ and $s=(0.6,0.3)$ the computed weights of $S=\tfrac12,\tfrac32,\tfrac52$ are $0.5804$, $0.3614$ and $0.0582$. The last agrees with \eqref{eq:wtop}, $\tfrac1{10}\times0.64\times0.91=0.0582$, whereas the two-state model would assign $(2.30-0.75)/8=0.194$ to $S=\tfrac52$ and nothing to $S=\tfrac32$. For $s=(1,0.3)$ there are two components, $0.6967$ and $0.3033$, but the contaminant is $S=\tfrac32$ and the high-spin state is absent. In such cases A3 is false, and $J_{\rm Y}$ rests on A3$'$ alone. For localized spins governed by \eqref{eq:heis}, A3$'$ is Lemma 1. For overlapping orbitals the components $\Phi_S$ contain different amounts of doubly occupied configurations, and their energies lying on one line is an assumption that the two computed energies cannot check.

\paragraph{Remark 3 (a curved ladder).} Take $S_A=S_B=1$ and $\hat H=-2J\hat x+j\hat x^2$ with $\hat x=\hat{\mathbf S}_A\cdot\hat{\mathbf S}_B/\hbar^2$ and a biquadratic constant $j$. From $x=[S(S+1)-4]/2$ the eigenvalues of $\hat x$ are $-2,-1,+1$ for $S=0,1,2$, so
\begin{equation}
E_{S=0}=4J+4j,\qquad E_{S=1}=2J+j,\qquad E_{S=2}=-2J+j .
\end{equation}
Write $\hbar^2\hat x=\hat S_{Az}\hat S_{Bz}+\tfrac12(\hat S_{A+}\hat S_{B-}+\hat S_{A-}\hat S_{B+})$. On the N\'eel product $|1,-1\rangle$ (the labels are $M_A,M_B$) the term $\hat S_{A+}\hat S_{B-}$ vanishes and each ladder step contributes $\sqrt2\,\hbar$, so $\hat x|1,-1\rangle=-|1,-1\rangle+|0,0\rangle$. Hence $\langle\hat x\rangle=-1$ and $\langle\hat x^2\rangle=\|\hat x|1,-1\rangle\|^2=2$. The weights follow from $w_0+w_1+w_2=1$, $4w_0+w_1+w_2=2$ and $-2w_0-w_1+w_2=-1$: the difference of the first two gives $w_0=\tfrac13$, and then $w_1+w_2=\tfrac23$, $w_2-w_1=-\tfrac13$ give $w_1=\tfrac12$, $w_2=\tfrac16$. With $E_{\rm BS}=2J+2j$, $E_{\rm HS}=-2J+j$ and $D=4$,
\begin{equation}
J_{\rm Y}=J+\frac j4,\qquad \frac{E_{S=0}-E_{S=2}}{6}=J+\frac j2,\qquad \frac{E_{S=0}-E_{S=1}}{2}=J+\frac{3j}{2}.
\end{equation}
For $J=-0.010$ aJ and $j=0.002$ aJ the three numbers are $-0.0095$, $-0.0090$ and $-0.0070$ aJ, and the program tests them by diagonalization. The lowest excitation energy predicted from $J_{\rm Y}$ is $2\times0.0095=0.019$ aJ against the true $0.014$ aJ, too large by $36\%$ of the true value. No single $J$ describes this spectrum, and no choice of denominator repairs that.

\paragraph{Remark 4 (spin polarization of the core).} Equation \eqref{eq:Dgen} shows what survives without A4. If A2 holds, $\|T_{\rm BS}\|^2\le n_c+2S_B$ still gives $D\le2S_B(2S_A+1)$, but the lower bound is no longer guaranteed, since core singular values below one reduce $\|T_{\rm BS}\|^2$. In an unrestricted calculation the core may be polarized in both determinants, so that A2 fails as well, and the two defects enter \eqref{eq:Dgen} with opposite signs. They cancel exactly when the fragments do not overlap. The mean-field equations of one fragment then feel the other only through its charge density, which does not change when $\alpha$ and $\beta$ are interchanged on $B$, so the same fragment orbitals solve both problems. $T$ is block diagonal, with blocks $T_A,T_B$ in the high-spin case and $T_A,T_B^\dagger$ in the broken-symmetry case. The norms are equal and $D=4S_AS_B$. Adding \eqref{eq:S2det} for the fragments gives, in the same limit, $\sigma=\sigma_A+\sigma_B+2M_AM_B$, because $(M_A+M_B)^2=M_A^2+M_B^2+2M_AM_B$. Two nitrogen atoms $600$ pm apart at the UHF/6-31G level test this: $\sigma_{\rm atom}=3.7546$ (a basis-dependent value, $3.7561$ in cc-pVTZ) instead of $3.75$, $\sigma_{\rm BS}=2\times3.7546-4.5=3.0092$, $\sigma_{\rm HS}=12.0092$, and $D=9.0000=4\times(3/2)^2$. The computed $\sigma_{\rm HS}$ must be kept in $D$: inserting the ideal value $12$ would give $8.9908$, below the weak-overlap denominator.

\paragraph{Remark 5 (Kohn--Sham use).} In spin-density functional theory $\sigma$ is evaluated with Lemma 3 for the auxiliary determinant, while the energy is not the expectation value of $\hat H$ in that determinant. Part (iii) concerns the determinant only and still holds. Lemma 2 does not apply to the energy, so parts (i) and (ii) are not proved for that case.

This part has shown that $J_{\rm Y}$ reproduces the coupling defined by the energies of the spin components of $\Psi_{\rm BS}$ under the two-state or linear-ladder assumption, and that with a pure high-spin determinant and a closed core it lies between $J_{\rm weak}$ and $J_{\rm strong}$. Since none of this concerns exact eigenstates, what remains is to compare $J_{\rm Y}$ with exact couplings, which is done for two electrons in general, the Hubbard dimer and stretched H$_2$.
